\section*{How truncating the dispersion attraction lowers mean-field liquid-vapour surface tension}

A mean-field calculation of a liquid-vapour interface in which the dispersion attraction $u(r)=-C_6/r^6$ is switched off beyond $r_c=10$~\AA{} can return a surface tension that is wrong by a factor of two, although the discarded pair energy $u(r_c)$ is below $0.02\,k_BT$. Reading the relative error off $u(r_c)\propto r_c^{-6}$, or off the bulk tail corrections $\propto r_c^{-3}$, underestimates it: $\gamma$ is far more sensitive to the attraction than these fractions suggest, the loss has to be compared with $\gamma$, not with the whole attraction, and at large $r_c$ it falls only as $r_c^{-2}$. The bulk pressure correction cannot repair it either: it adds the same constant to the normal and tangential pressures and cancels in $\gamma=\int(P_N-P_T)\,dz$.

\section{A counter-example}

\subsection{Model}

Take hard spheres of diameter $d=4$~\AA{} with $u(r)=-C_6/r^6$ for $r>d$, $C_6=300$~eV\,\AA$^6$, at $T=200$~K; these are round model parameters. The contact depth is $C_6/d^6=73.24$~meV and $k_BT=17.235$~meV. Molecular dynamics with forces set to zero beyond $r_c$ follows the potential whose gradient gives those forces, the continuous cut-and-shifted potential $u_{\rm cs}(r)=u(r)-u(r_c)$ for $r<r_c$ and zero beyond.

The interface is planar, normal to $z$, of area $A$, with liquid density $\rho_l$ at $z\to-\infty$, vapour density $\rho_v$ at $z\to+\infty$, and $\Delta\rho=\rho_l-\rho_v$. The level of theory is mean-field density functional theory: hard spheres are treated locally with the Carnahan-Starling free energy density $f_{\rm hs}$, and the attraction $v$ (either $u$ or $u_{\rm cs}$, zero inside the core) with uncorrelated pairs. For two planes a distance $z$ apart, $r^2=R^2+z^2$ gives $R\,dR=r\,dr$, so the lateral integral of $v$ is
\begin{equation}
w(z)=2\pi\int_{|z|}^\infty r\,v(r)\,dr,\qquad W_0=\int_{-\infty}^{\infty} w\,dz=\int v\,d^3r .
\label{eq:w}
\end{equation}
The grand potential is
\begin{equation}
\frac{\Omega}{A}=\int\big[f_{\rm hs}(\rho)-\mu\rho\big]dz+\frac12\iint\rho_1\rho_2\,w(z_{12})\,dz_1dz_2,
\end{equation}
with $\rho_i=\rho(z_i)$, $\eta=\pi\rho d^3/6$ and $f_{\rm hs}=k_BT\rho\,[\ln\rho d^3-1+(4\eta-3\eta^2)/(1-\eta)^2]$; the thermal wavelength only shifts $\mu$ by a constant. Setting $\delta\Omega/\delta\rho=0$ gives $\mu_{\rm hs}(\rho(z))+\int w(z-z')\rho(z')\,dz'=\mu$ with $\mu_{\rm hs}=df_{\rm hs}/d\rho$. For uniform density this reads $\mu=\mu_{\rm hs}+W_0\rho$, the pressure is $p=-\Omega/V=\rho\mu_{\rm hs}-f_{\rm hs}+\tfrac12W_0\rho^2$, and equal $\mu$ and $p$ in the two phases fix $\rho_l$ and $\rho_v$. The identity $\rho_1\rho_2=\tfrac12(\rho_1^2+\rho_2^2)-\tfrac12(\rho_1-\rho_2)^2$ turns $\gamma=(\Omega+pV)/A$ into two separately convergent terms,
\begin{equation}
\gamma=\int\Big[f_{\rm hs}+\tfrac12W_0\rho^2-\mu\rho+p\Big]dz-\frac14\iint(\rho_1-\rho_2)^2\,w\,dz_1dz_2 .
\end{equation}
Coexistence and the profile are solved afresh for each potential by the numerical check, which also carries the tests cited below.

\subsection{What the usual measures say at 10~\AA}

The discarded pair energy is $u(r_c)=-300/10^6$~eV $=-0.300$~meV, which is $-0.0174\,k_BT$ and $0.41\,\%$ of the contact value. With pair correlation $g=1$ beyond $r_c$, the bulk energy per particle is $\tfrac12\rho\int u\,d^3r$ and the virial pressure is $-\tfrac16\rho^2\int ru'\,d^3r$ with $ru'=6C_6/r^6$. Both need $\int_{r_c}^\infty4\pi r^{-4}dr=4\pi/(3r_c^3)$:
\begin{equation}
e_{\rm tail}=-\frac{2\pi}{3}\frac{\rho C_6}{r_c^3},\qquad p_{\rm tail}=-\frac{4\pi}{3}\frac{\rho^2C_6}{r_c^3}.
\end{equation}
At the liquid density of the cut model, $0.010513$~\AA$^{-3}$, $e_{\rm tail}=-2.0944\times0.010513\times300/10^3$~eV $=-6.61$~meV per particle, a fraction $(d/r_c)^3=6.4\,\%$ of the whole attraction, and $p_{\rm tail}=-22.3$~MPa. The shift removes in addition $u(r_c)$ from every pair with $d<r<r_c$, a volume $\tfrac{4\pi}{3}(r_c^3-d^3)$, so the cut-and-shifted model lacks the fraction $2(d/r_c)^3-(d/r_c)^6=0.128-0.004=0.124$ of $W_0$.

\subsection{What the surface tension does}

With the full tail $\rho_l=0.011785$~\AA$^{-3}$, $\rho_v=1.23\times10^{-4}$~\AA$^{-3}$ and $\gamma_\infty=17.42$~mN/m. The cut-and-shifted results, in mN/m, are
\begin{center}
\begin{tabular}{ccccc}
$r_c$ (\AA) & $\gamma(r_c)$ & loss & loss$/\gamma_\infty$ & sharp formula\\
10 & 8.37 & 9.05 & 52\,\% & 5.90\\
20 & 15.34 & 2.08 & 11.9\,\% & 1.87\\
40 & 16.93 & 0.493 & 2.8\,\% & 0.480\\
80 & 17.30 & 0.121 & 0.70\,\% & 0.120
\end{tabular}
\end{center}
where the loss is $\gamma_\infty-\gamma(r_c)$. Halving the grid step changes $\gamma_\infty$ and $\gamma(10~\text{\AA})$ by less than one part in a thousand. At 10~\AA{} the loss is $17.42-8.37=9.05$~mN/m, or $52\,\%$ of $\gamma_\infty$, against $0.41\,\%$, $6.4\,\%$ and $12\,\%$ from the three measures above. The size of this loss depends on the state point and does not by itself single out the $r_c^{-2}$ law: in mean field $T_c\propto|W_0|$, so the missing $12.4\,\%$ raises $T/T_c$ from $0.62$ to $0.71$, and scaling the full attraction uniformly by $0.876$ already lowers $\gamma$ to $10.2$~mN/m, a loss of $42\,\%$. Such a uniform weakening, matched to the missing $W_0$, dies out as $r_c^{-3}$; the law shows in the slower decay at longer cutoffs. Each doubling of $r_c$ divides the loss by a little more than four; the logarithmic slope between 40 and 80~\AA{} is $-2.03$. The last column is $(3\pi/8)C_6\Delta\rho^2/r_c^2$ with the $\Delta\rho$ of the cut model. At 10~\AA, $\Delta\rho=0.010204$~\AA$^{-3}$ and
\begin{equation}
1.1781\times300\times(0.010204)^2/10^2=3.68\times10^{-4}~\text{eV\,\AA}^{-2}=5.90~\text{mN/m}.
\end{equation}

\section{The general statement}

Consider a one-component fluid at fixed $T$ below the critical temperature, with pairwise tail $-C_6/r^6$. Let $\Delta u$ be the full potential minus the truncated one, and assume that in averages of $\Delta u$ the pair density factorises as $\rho(z_1)\rho(z_2)$ outside the core. For a profile that is a step on the scale of $r_c$, the truncation lowers the surface tension by
\begin{align}
\Delta\gamma&=\frac{3\pi}{8}\frac{C_6\,\Delta\rho^2}{r_c^2}&&\text{(forces cut, potential shifted)},\label{eq:shift}\\
\Delta\gamma&=\frac{\pi}{4}\frac{C_6\,\Delta\rho^2}{r_c^2}&&\text{(energy cut without shift)}.\label{eq:plain}
\end{align}
These are the leading terms for large $r_c$; the first correction is of relative order (width$/r_c)^2$ and is positive for a monotonic profile. No cutoff length is harmless as such: the relative error is set by $C_6\Delta\rho^2/(\gamma r_c^2)$.

\section{Proof}

\subsection{Switching on the tail along coexistence}

Let the potential be the truncated one plus $\lambda\Delta u$, and let $\Delta U$ be the sum of $\Delta u$ over pairs. Differentiating $\Omega=-k_BT\ln\Xi$ gives $\partial\Omega/\partial\lambda=\langle\Delta U\rangle$ and $\partial\Omega/\partial\mu=-N$; in the functional the same follows from stationarity in $\rho(z)$. The coexistence value of $\mu$ moves with $\lambda$, so with primes for $d/d\lambda$ and $\Omega=-pV+\gamma A$,
\begin{equation}
\gamma'A=\langle\Delta U\rangle-N\mu'+p'V .
\end{equation}
For each bulk phase $\alpha$ alone, $\Omega=-pV$ gives $p'=-\epsilon_\alpha+\rho_\alpha\mu'$, where $\epsilon_\alpha$ is $\langle\Delta U\rangle$ per volume, and $p'$ is common to both phases. Split $V=V_l+V_v$ at any plane and use the liquid form in $V_l$ and the vapour form in $V_v$:
\begin{equation}
\gamma'A=\big[\langle\Delta U\rangle-\epsilon_lV_l-\epsilon_vV_v\big]-\mu'\big[N-\rho_lV_l-\rho_vV_v\big].
\end{equation}
At the equimolar plane, taken as $z=0$, the second bracket vanishes by definition. Hence $\gamma'=E(\lambda)$, the surface excess of $\langle\Delta U\rangle$ per area at that plane, and the loss is exactly $\int_0^1E(\lambda)\,d\lambda$. The relaxation of the profile and of the coexisting densities does not appear in $\gamma'$.

From here $w$ and $W_0$ denote Eq.~\eqref{eq:w} with $v=\Delta u$. Factorisation gives $\langle\Delta U\rangle/A=\tfrac12\iint\rho_1\rho_2w$ and $\epsilon_\alpha=\tfrac12W_0\rho_\alpha^2$. With $\rho_0(z)$ the step at $z=0$, the product identity yields $E=\tfrac12W_0\int(\rho^2-\rho_0^2)\,dz-\tfrac14\iint(\rho_1-\rho_2)^2w$. Since $(\rho_0-\rho_l)(\rho_0-\rho_v)=0$ everywhere, $(\rho-\rho_l)(\rho-\rho_v)=\rho^2-\rho_0^2-(\rho_l+\rho_v)(\rho-\rho_0)$, and the last term integrates to zero at the equimolar plane. Thus
\begin{equation}
E=\frac12W_0\int(\rho-\rho_l)(\rho-\rho_v)\,dz-\frac14\iint(\rho_1-\rho_2)^2\,w\,dz_1dz_2 .
\label{eq:E}
\end{equation}
The program tests this against a finite difference in $\lambda$ of the fully relaxed functional at $r_c=10$~\AA, $\lambda=0$: both give $7.822$~mN/m. The first term of Eq.~\eqref{eq:E} is what a bulk energy correction applied at the local density would supply; for a step it is zero.

\subsection{The sharp step}

For $\rho=\rho_0$, $\rho(z_1)-\rho(z_1+z)$ is $\pm\Delta\rho$ when the two points lie on opposite sides of the plane, which happens on an interval of $z_1$ of length $|z|$, and zero otherwise. So $\int dz_1(\rho_1-\rho_2)^2=\Delta\rho^2|z|$. Using that $w$ is even and exchanging the order of integration over $0<z<r$,
\begin{align}
E&=-\frac{\Delta\rho^2}{2}\int_0^\infty z\,dz\;2\pi\int_z^\infty r\,\Delta u\,dr=-\pi\Delta\rho^2\int_0^\infty r\,\Delta u\,\frac{r^2}{2}\,dr\nonumber\\
&=-\frac{\pi}{2}\Delta\rho^2\int_0^\infty r^3\Delta u\,dr .
\label{eq:step}
\end{align}
The bulk weight is $r^2$; here it is $r^3$, because pairs of length $r$ straddle the surface from a layer whose thickness grows as $r$. This extra power turns $r_c^{-3}$ into $r_c^{-2}$. The sign is positive for attraction, since $E$ counts attractive pairs that the surface removes.

Without shift, $\Delta u=u\,\theta(r-r_c)$ and $\int_{r_c}^\infty r^{-3}dr=1/(2r_c^2)$ gives $E=\tfrac{\pi}{4}C_6\Delta\rho^2/r_c^2$. With shift, $\Delta u=u(r_c)$ for $d<r<r_c$ as well, which adds
\begin{equation}
\frac{\pi}{2}\Delta\rho^2\frac{C_6}{r_c^6}\,\frac{r_c^4-d^4}{4}=\frac{\pi}{8}\frac{C_6\Delta\rho^2}{r_c^2}\Big(1-\frac{d^4}{r_c^4}\Big).
\end{equation}
The total is Eq.~\eqref{eq:shift} times $1-d^4/(3r_c^4)$. At $d/r_c=0.4$ the factor is $1-0.0256/3=0.9915$; the grid sum gives $0.9912$, within the $10^{-3}$ that the test allows. This core term is the effect of $g\neq1$ at short range in the model, and it is of absolute order $r_c^{-6}$.

It remains to integrate over $\lambda$. In mean field the bulk densities depend on $\lambda$ only through the total $W_0$, whose change is of order $r_c^{-3}$. Away from the critical point $\Delta\rho$ responds smoothly, so $\Delta\rho^2$ varies by a relative $O(r_c^{-3})$ and $\int_0^1E\,d\lambda$ equals Eq.~\eqref{eq:shift} or \eqref{eq:plain} at leading order. For the example at 10~\AA{} the unshifted formula gives $5.90\times\tfrac23=3.93$~mN/m at the same $\Delta\rho$.

\subsection{The virial route}

Use $\gamma=(\partial F/\partial A)_{N,V,T}$. Scale $x,y$ by $(1+s)^{1/2}$ and $z$ by $(1+s)^{-1}$, so that $A\to A(1+s)$ with unit Jacobian; then $dF/ds=\langle dU/ds\rangle$. For a pair with separation components $x,y,z$, $r^2\to(1+s)(x^2+y^2)+z^2/(1+s)^2$, and at $s=0$
\begin{equation}
\frac{dr}{ds}=\frac{x^2+y^2-2z^2}{2r}=\frac r2\Big(1-\frac{3z^2}{r^2}\Big).
\end{equation}
The factor $\tfrac12$ here and the factor $\tfrac12$ for counting pairs give the Kirkwood-Buff form for the part due to $\Delta u$,
\begin{equation}
\gamma_{\rm vir}=\frac14\iint\rho_1\rho_2\,k(z_{12})\,dz_1dz_2,\qquad k(z)=2\pi\int_{|z|}^\infty r^2\Delta u'\Big(1-\frac{3z^2}{r^2}\Big)dr .
\end{equation}
Exchanging the order again, $\int k\,dz$ contains $\int_0^r(1-3z^2/r^2)\,dz=r-r=0$. The local term of the product identity therefore drops, which is the statement that an isotropic fluid contributes nothing, and $\gamma_{\rm vir}=-\tfrac18\iint(\rho_1-\rho_2)^2k$. For the step, with $\int_0^rz(1-3z^2/r^2)\,dz=r^2/2-3r^2/4=-r^2/4$,
\begin{equation}
\gamma_{\rm vir}=-\frac{\Delta\rho^2}{4}\int_0^\infty zk\,dz=-\frac{\Delta\rho^2}{4}\,2\pi\Big(-\frac14\Big)\int_0^\infty r^4\Delta u'\,dr=\frac{\pi}{8}\Delta\rho^2\int_0^\infty r^4\Delta u'\,dr .
\end{equation}
Integration by parts, with $r^4\Delta u\to0$ at both ends, returns Eq.~\eqref{eq:step}, so the two routes agree for a step. With forces cut, $\Delta u'=6C_6/r^7$ beyond $r_c$ and zero inside (core neglected), giving $\tfrac{\pi}{8}\cdot6\cdot\tfrac12=\tfrac{3\pi}{8}$. Without shift, $\Delta u'=u'\theta(r-r_c)+u(r_c)\delta(r-r_c)$; the impulsive term contributes $\tfrac{\pi}{8}r_c^4u(r_c)\Delta\rho^2=-\tfrac{\pi}{8}C_6\Delta\rho^2/r_c^2$ and leaves $\tfrac{\pi}{4}$. For cut forces the kernel is, from $\int r^{-5}dr$ and $\int r^{-7}dr$ with lower limit $\max(|z|,r_c)$,
\begin{equation}
k=\frac{3\pi C_6}{r_c^4}-\frac{6\pi C_6z^2}{r_c^6}\ \ (|z|<r_c),\qquad k=-\frac{3\pi C_6}{z^4}\ \ (|z|>r_c).
\end{equation}

A slab of density $\rho$ and thickness $H>r_c$ in vacuum has overlap $\rho^2(H-|z|)$ for $|z|<H$ and zero beyond. Writing this as $H-|z|$ everywhere plus $|z|-H$ beyond $H$, where $w=-\pi C_6/(2z^4)$ and $\int_H^\infty(z-H)z^{-4}dz=1/(2H^2)-1/(3H^2)=1/(6H^2)$,
\begin{equation}
\frac{\langle\Delta U\rangle}{A}=\frac12\rho^2HW_0+2E-\frac{\pi C_6\rho^2}{12H^2}.
\end{equation}
Under the scaling $AH$ is fixed, so the first term gives nothing and $A/H^2\propto A^3$ triples the last: each surface receives $E-\tfrac{\pi}{8}C_6\rho^2/H^2$. The program differentiates the deformed slab energy numerically and, after removing this term, finds the coefficients $1.178097$ (shifted, and likewise from the virial integral) and $0.785398$ (unshifted), which are $3\pi/8$ and $\pi/4$.

\subsection{Finite width}

Write the profile as an average of steps, $\rho(z)=\int da\,P(a)\rho_a(z)$, with $\rho_a=\rho_v+\Delta\rho\,\theta(a-z)$ and $P=-\Delta\rho^{-1}d\rho/dz$, normalised to one. Since $\int(\rho-\rho_0)\,dz=\Delta\rho\langle a\rangle$, the equimolar choice is $\langle a\rangle=0$. Then $\rho_1\rho_2$ is the average of $\rho_a(z_1)\rho_b(z_2)$ over independent $a$ and $b$. Apply the product identity to it. The local part is proportional to $\int(\rho_a^2-\rho_0^2)\,dz=(\rho_l^2-\rho_v^2)a$, which averages to zero. In the other part, $\theta(a-z_1)$ and $\theta(b-z_1-z)$ differ on an interval of length $|z-\xi|$, with $\xi=b-a$. Therefore
\begin{equation}
E=-\frac{\Delta\rho^2}{4}\langle J(\xi)\rangle,\qquad J(\xi)=\int|z-\xi|\,w(z)\,dz,\qquad J''=2w(\xi),
\end{equation}
because $d^2|z-\xi|/d\xi^2=2\delta(z-\xi)$; $J$ is even. For the shifted case without core and $|z|<r_c$,
\begin{equation}
w=2\pi\Big[-\frac{C_6}{4r_c^4}-\frac{C_6(r_c^2-z^2)}{2r_c^6}\Big]=-\frac{3\pi C_6}{2r_c^4}+\frac{\pi C_6z^2}{r_c^6}.
\end{equation}
Integrating twice, $J=J(0)-3\pi C_6\xi^2/(2r_c^4)+\pi C_6\xi^4/(6r_c^6)$ for $|\xi|<r_c$. Multiplying by $-\Delta\rho^2/4$ and dividing by Eq.~\eqref{eq:shift},
\begin{equation}
\frac{E}{\Delta\gamma}=1+\frac{\langle\xi^2\rangle}{r_c^2}-\frac{\langle\xi^4\rangle}{9r_c^4},
\label{eq:width}
\end{equation}
valid when $|\xi|>r_c$ has negligible weight. Without shift $w=-\pi C_6/(2r_c^4)$ inside, $J=J(0)-\pi C_6\xi^2/(2r_c^4)$, and the ratio to Eq.~\eqref{eq:plain} is $1+\langle\xi^2\rangle/(2r_c^2)$. A first-order change of $\gamma$ proportional to $W_0\propto r_c^{-3}$ times the width, which the first term of Eq.~\eqref{eq:E} suggests, is cancelled by the second term.

The virial of the tail on a given profile is a different quantity. The scaling compresses a profile of width $D$ to $D/(1+s)$ at fixed bulk densities and volumes, so $\gamma_{\rm vir}=\tfrac{d}{ds}[(1+s)E(D/(1+s))]=E-D\,\partial E/\partial D$. A term $\propto D^n$ is multiplied by $1-n$:
\begin{equation}
\frac{\gamma_{\rm vir}}{\Delta\gamma}=1-\frac{\langle\xi^2\rangle}{r_c^2}+\frac{\langle\xi^4\rangle}{3r_c^4}.
\label{eq:virwidth}
\end{equation}
The true rate of change $d\gamma/d\lambda$ is $E$; the difference $D\,\partial E/\partial D$ must come from the change of the short-range virial when the profile relaxes in the tail field. A tail virial added after a truncated run thus undercorrects, by the relative amount $2\langle\xi^2\rangle/r_c^2$ of $\Delta\gamma$ at leading order.

For $\rho=\tfrac12(\rho_l+\rho_v)-\tfrac12\Delta\rho\tanh(z/D)$, $P=\operatorname{sech}^2(a/D)/(2D)$. The series $\operatorname{sech}^2x=4\sum_n(-1)^{n+1}n\,e^{-2nx}$ and $\int_0^\infty x^me^{-2nx}dx=m!/(2n)^{m+1}$ give $\langle a^2\rangle=D^2\sum(-1)^{n+1}n^{-2}=\pi^2D^2/12$ and $\langle a^4\rangle=3D^4\sum(-1)^{n+1}n^{-4}=7\pi^4D^4/240$. Odd moments vanish, so $\langle\xi^2\rangle=2\langle a^2\rangle=\pi^2D^2/6$ and $\langle\xi^4\rangle=2\langle a^4\rangle+6\langle a^2\rangle^2=\pi^4D^4/10$. Direct quadrature of this profile with $\rho_v\neq0$ and $D=0.1\,r_c$ gives the ratios $1.016341$ (shifted), $0.983875$ (virial) and $1.008225$ (unshifted), each within $10^{-6}$ of the formulas.

\section{The counter-example against the proof}

At 40~\AA{} the relaxed profile has $\langle\xi^2\rangle=41.4$~\AA$^2$, so $1+41.4/1600=1.026$, against a computed ratio of loss to sharp formula of $1.028$; at 80~\AA{} both are $1.007$. The ordering tail virial $<$ sharp formula $<$ true loss, expected from Eqs.~\eqref{eq:width} and \eqref{eq:virwidth}, is tested at all four cutoffs.

At 10~\AA{} the sharp formula gives the size but not the value: the ratio is $9.055/5.895=1.54$. The root-mean-square $\xi$ is $\sqrt{42.4}=6.5$~\AA, not small against $r_c$, and the two-term estimate $1.42$ overshoots the first-order ratio $7.82/5.90=1.33$, partly through the negative quartic term (the kernel without core gives $1.36$ on this profile) and partly through the core term, which at this width lowers the ratio by a further $0.03$. The remaining factor $9.05/7.82=1.16$ is the growth of $E(\lambda)$ along the path. Between the ends $\Delta\rho$ rises from $0.010204$ to $0.011785-0.000123=0.011662$~\AA$^{-3}$, a factor $1.31$ in $\Delta\rho^2$, whose mean with unity is $1.15$; that this accounts for the factor is a conjecture, consistent with the numbers and not tested. Adding the sharp formula to the cut result gives $8.37+5.90=14.3$~mN/m, and adding the tail virial $8.37+4.40=12.8$~mN/m, still $18\,\%$ and $27\,\%$ below $\gamma_\infty$.

The width is not monotonic in the cutoff: $\langle\xi^2\rangle=42.4$, $38.8$, $41.4$ and $43.0$~\AA$^2$. A conjectured reading is that the weakened cohesion broadens the 10~\AA{} interface, while longer cutoffs admit the slow wings of the profile. Such wings exist: at distance $z$ from a step the field $\int w\rho$ of the full tail differs from its bulk value by $\Delta\rho\int_z^\infty|w|\,dz'=\pi C_6\Delta\rho/(6z^3)$, and linear response makes $\rho$ approach its bulk value as $z^{-3}$. Then $P\sim a^{-4}$, so $\langle\xi^2\rangle$ stays finite while $\langle\xi^4\rangle$ grows as $r_c$, and the quartic term of Eq.~\eqref{eq:width} counts as $r_c^{-3}$.

A loss of $1\,\%$ of $\gamma_\infty$ requires, from the sharp formula with the full-tail densities ($5.90\times1.306=7.70$~mN/m at 10~\AA), $r_c=10~\text{\AA}\times\sqrt{7.70/0.1742}=66.5$~\AA{} in this model, and slightly more once the positive width correction is included.

\section{Where the law fails}

Near the critical point the width exceeds $r_c$ and $\Delta\rho$ responds strongly to $W_0$, so both the step limit and the $\lambda$ argument break down. Capillary waves correlate $\rho_1$ and $\rho_2$ laterally and lie outside the factorised treatment, so the width entering Eq.~\eqref{eq:width} is that of the mean-field profile. In a mixture no single plane removes all adsorptions in general, and the equimolar plane must be replaced by the plane on which $\sum_i\mu_i'\Gamma_i=0$, with $\Gamma_i$ the adsorptions. It exists whenever $\epsilon_l\neq\epsilon_v$, because the common $p'$ gives $\sum_i\mu_i'\Delta\rho_i=\epsilon_l-\epsilon_v$, but it depends on the path; it is the zero-adsorption plane of one species when the other chemical potentials are held fixed. For a tail $-C_n/r^n$ the virial integral gives $\tfrac{\pi}{8}\,nC_n\Delta\rho^2/[(n-4)r_c^{\,n-4}]$, which converges only for $n>4$: a retarded $r^{-7}$ tail, reached at separations of roughly hundreds of \AA{}ngstr\"oms and more, turns the law into $r_c^{-3}$, and a cut $r^{-12}$ repulsion contributes only at $r_c^{-8}$.

\section*{Calculated quantities}
\begin{verbatim}
slab test, coefficient of C6 rho^2/rc^2 (dimensionless, slab term removed):
  dU/dA shifted 1.178097, virial 1.178097, dU/dA unshifted 0.785398
tanh D/rc=0.02: ratio to sharp: virial 0.999343, shifted 1.000658, unshifted 1.000329
tanh D/rc=0.1: ratio to sharp: virial 0.983875, shifted 1.016341, unshifted 1.008225
d = 4.0 A, C6 = 300.0 eV A^6, T = 200.0 K, C6/d^6 = 73.242 meV, kT = 17.235 meV
reduced T = 0.23531, gamma unit C6/d^8 = 73.342 mN/m
full tail: rho_l = 0.011785 A^-3, rho_v = 1.234e-04 A^-3, gamma = 17.422 mN/m
rc = 10 A: rho_l = 0.010513, rho_v = 3.098e-04 A^-3, <xi^2> = 42.4 A^2
  gamma 8.368, true loss 9.0549, sharp formula 5.8954 mN/m
  first order 7.8222, tail virial 4.3984 mN/m
  loss/sharp 1.5359, 1+<xi^2>/rc^2 1.4242, fraction lost 51.97 %
rc = 20 A: rho_l = 0.011642, rho_v = 1.389e-04 A^-3, <xi^2> = 38.8 A^2
  gamma 15.342, true loss 2.0803, sharp formula 1.8731 mN/m
  first order 2.0428, tail virial 1.7167 mN/m
  loss/sharp 1.1106, 1+<xi^2>/rc^2 1.0970, fraction lost 11.94 %
rc = 40 A: rho_l = 0.011768, rho_v = 1.252e-04 A^-3, <xi^2> = 41.4 A^2
  gamma 16.929, true loss 0.4931, sharp formula 0.4797 mN/m
  first order 0.4919, tail virial 0.4678 mN/m
  loss/sharp 1.0278, 1+<xi^2>/rc^2 1.0259, fraction lost 2.83 %
rc = 80 A: rho_l = 0.011783, rho_v = 1.236e-04 A^-3, <xi^2> = 43.0 A^2
  gamma 17.301, true loss 0.1211, sharp formula 0.1203 mN/m
  first order 0.1211, tail virial 0.1195 mN/m
  loss/sharp 1.0070, 1+<xi^2>/rc^2 1.0067, fraction lost 0.70 %
log slope of true loss between 40 and 80 A = -2.025
rc = 10 A: dgamma/dlambda relaxed 7.8222, fixed-profile excess 7.8222 mN/m
rc = 10 A: sharp step with core / no-core formula = 0.9912
half grid step: gamma full 17.423, gamma(10 A) 8.368 mN/m
u(10 A) = -0.300 meV = -0.0174 kT = 0.41 % of contact value
bulk energy tail = -6.606 meV/particle = 6.4 % of attraction
bulk pressure tail = -22.25 MPa
10 A: drho = 0.010204 A^-3, sharp force-cut = 0.3680 meV/A^2 = 5.895 mN/m
10 A: sharp unshifted energy cut = 3.930 mN/m
cutoff for 1 % error in gamma (sharp formula) = 66.5 A
\end{verbatim}
